Sign and size of the cubic finite-size term for hydride

**Question**

I am working through the Makov-Payne expansion for a charged ion in a periodic cubic cell and am stuck on hydride, H⁻. The exercise gives a mean square radius of 11.91 bohr² per electron. It asks me to show that the L⁻³ coefficient of the energy is about +50 hartree bohr³, and to compare that term with the monopole term at L = 15 bohr.

I took q = −1 and a second moment of 2 × 11.91 = 23.82, and I get −50. If I count just the extra electron, I get half of that. I also can't tell whether the coefficient belongs to the energy that the periodic calculation returns or to the correction I should add to it. Where does the sign come from, and can the two-term formula be trusted for such a diffuse ion at 15 bohr?

**Answer**

The magnitude you found is right. The sign went wrong because electrons contribute negatively to the second moment as well as to the total charge. It is safest to derive the term with one sign convention throughout.

**Conventions**

I use Hartree atomic units and count positive charge as positive. With the nucleus at the origin and n(r) the electron density, which integrates to 2, the charge density is

ρ(r) = δ(r) − n(r).

Its moments are

q = ∫ρ d³r, d = ∫ρ r d³r, Q = ∫ρ r² d³r.

The cell is a cube of side L and volume V = L³, in vacuum. A uniform background of density −q/V neutralizes it, and the electrostatic potential averages to zero over the cell. For now the density is frozen at that of the free ion, and exchange and correlation keep their free-ion values. The change in energy is then the change in the electrostatic energy of the mean charge density.

**The potential of one periodic charge**

Let ψ(r) be the potential of a unit point charge, its periodic images and their background. Within the cell Poisson's equation reads

∇²ψ = −4πδ(r) + 4π/V.

The delta function produces 1/r. The background term needs a function whose Laplacian is 4π/V. Since ∇²r² = 6, that function is 2πr²/(3V).

What remains is smooth and satisfies Laplace's equation near the origin, so it is a sum of solid harmonics with the symmetry of the cube. Inversion removes odd l. An l = 2 term would need a traceless tensor unchanged by the rotations of the cube; such a tensor must be a multiple of the identity, and tracelessness makes it zero. This leaves a constant and harmonics from l = 4 upward. L is the one length in the problem, so the constant scales as 1/L. Writing it as −α/L defines the Madelung constant, α = 2.8373 for this lattice. Therefore

ψ(r) = 1/r − α/L + 2πr²/(3L³) + h(r),

where h starts with an l = 4 harmonic of order r⁴/L⁵. The expansion holds for r < L, inside the distance to the nearest image.

**The energy shift**

The periodic potential is φ(r) = ∫ρ(r′)ψ(r − r′)d³r′. The background has uniform density and φ averages to zero, so the background drops out of ½∫(total charge density)φ d³r. The electrostatic energy per cell is

½∬ρ(r)ρ(r′)ψ(r − r′)d³r d³r′.

The 1/r part of ψ gives the energy of the isolated ion. It includes the infinite self-energy of the point nucleus, which is the same in both systems and cancels. Leaving h aside for a moment, the difference is

E_per − E_iso = ½∬ρρ′[−α/L + 2π|r − r′|²/(3L³)].

The constant multiplies ∬ρρ′ = q². For the quadratic part, expand the square:

|r − r′|² = r² + r′² − 2r·r′.

The first two terms each integrate to qQ, and the last gives −2d². Hence

∬ρρ′|r − r′|² = 2qQ − 2d²,

and the factor ½ leaves

E_per − E_iso = −αq²/(2L) + (2π/3)(qQ − d²)/L³.

This combination does not depend on the choice of origin. If all positions are shifted by a, then d becomes d + qa and Q becomes Q + 2a·d + qa². The additions to qQ are 2q a·d + q²a², and the additions to d² are the same, so they cancel.

I tested the general expression with an Ewald sum for charges +1, −1, −1 at positions b(0, 0, 0), b(1, 0.3, −0.2) and b(0.2, −0.7, 0.9). Doubling b from 0.02L to 0.04L multiplied the difference between sum and formula by 15.975. The omitted l = 4 term predicts a factor close to 2⁴ = 16.

A spherical ion centred at the origin has d = 0. The function h also drops out as long as neighbouring ions do not overlap. To see this, average h(r − r′) over the directions of r′. The mean value of a harmonic function over a sphere is its value at the centre, so this gives h(r). Averaging over the directions of r then gives h(0) = 0. For such an ion

E_per − E_iso = −αq²/(2L) + C/L³, C = (2π/3)qQ.

**Putting in hydride**

The nucleus sits at r = 0 and adds nothing to Q. Both electrons count, because Q is a moment of the whole charge density and not of the excess charge:

Q = −∫n r² d³r = −2 × 11.91 = −23.82 bohr².

The total charge is q = 1 − 2 = −1, so

qQ = (−1)(−23.82) = +23.82 bohr²,

C = (2π/3) × 23.82 = 2.0944 × 23.82 = +49.89 hartree bohr³.

This is the required +50. Your −50 came from combining a negative q with a positive Q. Reversing the sign convention for charge would reverse both and leave C unchanged.

C belongs to the energy that the periodic calculation returns. To recover the isolated ion, you subtract the shift:

E_iso = E_per + αq²/(2L) − C/L³.

The sign has a simple physical meaning. The background around an anion is positive, and its potential attracts electrons toward the centre of the cell. A point anion would sit at the bottom of that well. Real hydride is spread out, some of its electron density lies higher up, and the energy rises.

Two other cases show how the sign depends on the ion. For a neutral spherical atom q = 0 and both terms vanish. For a spherical cation with electrons, q is positive while Q is still negative, so C is negative.

**The comparison at L = 15 bohr**

The monopole term is

−αq²/(2L) = −2.8373/30 = −0.0946 hartree = −2.574 eV.

The cubic term is

C/L³ = 49.89/3375 = +0.0148 hartree = +0.402 eV.

The cubic term therefore has 15.6% of the magnitude of the monopole term and the opposite sign. Their sum is −0.0798 hartree, or −2.171 eV. If you corrected for the monopole alone, the frozen-density formula says the result would still be 0.402 eV too high. Using the wrong sign for C would double that error.

The ratio at any L is

(C/L³)/(−αq²/(2L)) = −2C/(αq²L²) = −35.2/L², with L in bohr.

It falls to −3.9% at L = 30 bohr. The magnitudes would be equal at L = √35.2 = 5.93 bohr, but the formula has no meaning there for hydride. Half the cell side would be 2.97 bohr, less than the root mean square radius √11.91 = 3.45 bohr, so neighbouring ions would overlap heavily.

**What overlap changes**

The density of hydride has a long tail, so the assumption of separate ions needs a closer look. Reciprocal space shows what happens when the tails meet. Let ρ(G) be the Fourier transform of the spherical charge density. Compare the lattice of real ions with a lattice of point charges q, whose shift is −αq²/(2L). The difference in energy per cell is

(1/2V) Σ_{G≠0} f(G), f(G) = 4π[ρ(G)² − q²]/G².

The function f(G) is the Fourier transform of

ΔU(R) = U(R) − q²/R,

where U(R) is the electrostatic energy between two ions whose centres are R apart. Poisson's summation formula states that (1/V)Σ_G f(G), with G = 0 included, equals Σ_R ΔU(R) over all lattice vectors. Taking the G = 0 term to the other side gives

(1/2V) Σ_{G≠0} f(G) = ½ΔU(0) + ½Σ_{R≠0} ΔU(R) − f(0)/(2V).

The term ½ΔU(0) does not depend on L and belongs to the isolated ion. To find f(0), expand the transform at small G:

ρ(G) = ∫ρ(r)[sin(Gr)/(Gr)]d³r = q − G²Q/6 + ...

Squaring gives ρ(G)² − q² = −qQG²/3 + ..., so f(0) = −4πqQ/3 and

−f(0)/(2V) = +(2π/3)qQ/L³.

This is the cubic term again, with the same sign, found by a second route. The remaining sum, ½Σ_{R≠0}ΔU(R), is the overlap correction. By Gauss's law two separate spherical ions interact as point charges, so ΔU comes from interpenetrating tails alone. For exponentially decaying densities it also falls off exponentially.

To put a number on it, I computed the density of hydride from a correlated two-electron wavefunction with a fixed nucleus and no relativistic effects. Its mean square radius is 11.913 bohr², which supports the value in your exercise. Enlarging the basis from 95 to 161 functions moved the radius by 0.005 bohr², and a basis with a more flexible tail gives 11.9137 bohr², so the last digit is uncertain by one unit.

For this density the formula gives C = 49.903 hartree bohr³. The lattice sum at L = 30 bohr, with the monopole term removed and the rest multiplied by L³, gives 49.900. The third decimal of both numbers is not converged; the more flexible basis gives 49.904 and 49.899. At L = 15 bohr the overlap correction is −0.0003 hartree, or −2.0% of the cubic term. Electrostatic overlap is thus a small matter at your cell size.

**What relaxation changes**

The frozen density is the weaker assumption. At fixed q = −1, and keeping the density spherical, the monopole term is a constant. The cubic term depends on the density through

C/L³ = (2π/(3L³))(−1)(−∫n r² d³r) = λ∫n r² d³r, λ = 2π/(3L³).

This is linear in n, so it acts like an external potential λr² on each electron. Minimizing the energy of the ion plus this term is the same as finding the ground state of

H + λ(r₁² + r₂²),

where H is the Hamiltonian of the free ion. Nothing is counted twice, because the factor ½ in the electrostatic energy has already cancelled against the 2 in 2qQ.

First-order perturbation theory returns λ × 2⟨r²⟩ = C/L³. The second-order energy is negative, since relaxation can only lower a ground-state energy, and it scales as λ², that is as L⁻⁶. The coefficient of L⁻³ is therefore unaffected by relaxation.

At L = 15 bohr, however, λ = 6.2 × 10⁻⁴ hartree/bohr², and the ion is soft. Solving for the ground state with this potential gives a relaxation energy of −0.0027 hartree, which is −18% of the cubic term. The cubic and relaxation energies together come to about +0.0121 hartree instead of +0.0148. For this ion and this cell, relaxation matters far more than electrostatic overlap.

The L⁻⁶ law is reached slowly. Between L = 50 and L = 100 bohr the relaxation energy falls by a factor of 59.5, where a pure L⁻⁶ law would give 64. That figure is limited by the basis; a basis with a more flexible tail gives 59.4. The shortfall from 64 comes from higher powers of λ. The λ² and λ³ terms alone give 58.4, so orders beyond the third still contribute at L = 50 bohr.

These estimates do not make a complete periodic calculation. Pauli repulsion, band formation and exchange and correlation between neighbouring ions are all left out. So is the non-spherical distortion driven by h. Taken to second order about the state confined by λr², its l = 4 part is about −3 × 10⁻⁵ hartree at L = 15 bohr, roughly 1% of the spherical relaxation. The same estimate about the unconfined ion gives −0.002 hartree, a sign that this cell is too small for a power series in 1/L to be trusted term by term.

**When the coefficient is not 50**

The derivation used the energy of the mean charge density, as in the Hartree energy of density-functional theory. A method that follows explicit electrons interacting through ψ has a different coefficient. For particles with charges q_i at positions r_i, the quadratic part of ψ contributes through

Σ_{i<j} q_i q_j|r_i − r_j|² = qΣ_i q_i r_i² − |Σ_i q_i r_i|².

The last term is the square of the instantaneous dipole. Its average does not vanish for a spherical ion, although the average dipole does. For hydride, with the nucleus at the origin, the right side becomes

(r₁² + r₂²) − |r₁ + r₂|² = −2r₁·r₂ = |r₁ − r₂|² − r₁² − r₂².

The computed wavefunction gives ⟨|r₁ − r₂|²⟩ = 25.201 bohr² and ⟨r₁² + r₂²⟩ = 2 × 11.9134 = 23.827 bohr². Both values rise by about 0.0006 bohr² in a more flexible basis, which leaves their difference unchanged. The frozen-state coefficient is then

(2π/3)(25.201 − 23.827) = +2.88 hartree bohr³.

The images now copy each momentary displacement of the electrons, and the energy of those aligned dipoles cancels most of the 50. So before you apply the correction, check which electrostatic energy your method uses.

**Using this in an actual calculation**

The radius in your exercise describes the correlated free ion. An approximate density functional will give its own radius, and common semilocal functionals have trouble binding the second electron of hydride at all. In that case the density can depend on the cell or the basis, and there may be no settled free-ion value of Q to insert. Where the ion is bound, use the second moment of the density from the same method. C is proportional to ⟨r²⟩, so a 10% change in ⟨r²⟩ at fixed L = 15 bohr changes the cubic term by 0.0015 hartree, or 0.04 eV.

For your exercise the answer is +49.9 hartree bohr³ and a cubic term of −15.6% relative to the monopole. For an accurate energy of hydride at 15 bohr, the relaxation estimate shows that the two terms are not enough. A larger cell helps, because the relaxation energy shrinks faster than the cubic term as L grows and approaches an L⁻⁶ law in large cells. Starting from 15 bohr, do not count on the full factor of 64 when L is doubled: between 15 and 30 bohr the estimated relaxation energy falls by a factor of only about 30. The numerical output below lists most of the values quoted here, many of them to more digits.

Table of computed values

```
Madelung constant alpha: 2.837297 (dimensionless)
Point-charge remainder ratio on doubling size: 15.975
Supplied mean square radius per electron: 11.91 bohr^2
Total charge q: -1 e
Second moment Q: -23.82 e bohr^2
Product qQ: 23.82 e^2 bohr^2
L^-3 coefficient C: 49.888 hartree bohr^3
Cell side L: 15.0 bohr
Monopole term: -0.094577 hartree = -2.5736 eV
Cubic term: 0.014782 hartree = 0.4022 eV
Cubic/monopole ratio: -15.63 percent
Sum of both terms: -0.079795 hartree = -2.1713 eV
Side at which magnitudes are equal: 5.930 bohr
Hylleraas basis sizes, orders 8 and 10: 95, 161
Hydride energy, order 10: -0.527751 hartree
Energy shift, order 8 to 10: -1.11e-06 hartree
Computed mean square radius, order 10: 11.9134 bohr^2
Radius shift, order 8 to 10: 4.87e-03 bohr^2
Electron count from radial density: 2.000000
Lattice-sum shift times L^3 at L=30 bohr: 49.900 hartree bohr^3
Formula C from computed density: 49.903 hartree bohr^3
Overlap electrostatics at L=15 bohr: -0.000295 hartree
Overlap/cubic term at L=15 bohr: -2.00 percent
Relaxation energy at L=15 bohr: -0.002700 hartree
Relaxation/cubic term at L=15 bohr: -18.27 percent
Relaxation shift, order 8 to 10: -6.21e-06 hartree
Relaxation ratio, L=50 to L=100 bohr: 59.52 (L^-6 gives 64)
Mean square electron separation: 25.2014 bohr^2
Explicit-particle Ewald coefficient: 2.879 hartree bohr^3
```
